# Conservative Implicit Simulation of Interstitial Clusters in Transient Enhanced Diffusion: verification in Python

```python
# RESULT UNDER TEST
# An implicit finite-volume scheme for free interstitials I and clustered
# interstitials C (atoms per volume),
#   dI/dt = D I'' - R,  dC/dt = R,  R = capture*I*C - emission*C,
#   surface: D I' = k_s (I - I_star),  deep end: no flux,
# keeps free dose + clustered dose + cumulative surface loss = initial dose.
# Closure does not prove accuracy, so accuracy is tested separately.
# Internal units: cm, s, cm^-3. I_ss = emission/capture. Length ell = D/k_s.
import numpy as np
from scipy.constants import k as k_B, e as q_e, zero_Celsius
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import ndtr

NM = 1e-7
TEMP = 800 + zero_Celsius
D = 2e-7
I_STAR = 6e9
I_SS = 1e13
RADIUS = 0.5 * NM
K_S = 0.2
DOSE, DEPTH, SIGMA = 5e13, 80 * NM, 30 * NM
LENGTH = 400 * NM
FREE_FRACTION = 0.01
CAPTURE = 4 * np.pi * RADIUS * D
ELL = D / K_S


def make_grid(faces, surface_velocity):
    width = np.diff(faces)
    centre = 0.5 * (faces[1:] + faces[:-1])
    link = D / np.diff(centre)
    surface_link = surface_velocity / (1 + surface_velocity * width[0] / (2 * D))
    return width, centre, link, surface_link


def step(free_old, clus_old, dt, grid, emission, max_iter=40):
    """One backward-Euler step by full Newton iteration."""
    width, _, link, surface_link = grid
    free, clus = free_old.copy(), clus_old.copy()
    transport = np.zeros_like(free)
    transport[:-1] += link
    transport[1:] += link
    transport[0] += surface_link
    bands = np.zeros((3, len(free)))
    bands[0, 1:] = -dt * link
    bands[2, :-1] = -dt * link
    for _ in range(max_iter):
        net = CAPTURE * free - emission
        rate = net * clus
        flow = link * (free[:-1] - free[1:])
        outflow = np.zeros_like(free)
        outflow[:-1] += flow
        outflow[1:] -= flow
        outflow[0] += surface_link * (free[0] - I_STAR)
        res_free = width * (free - free_old) + dt * outflow + width * dt * rate
        res_clus = clus - clus_old - dt * rate
        pivot = 1 - dt * net
        bands[1] = width + dt * transport + width * dt * CAPTURE * clus / pivot
        rhs = -res_free + width * dt * net * res_clus / pivot
        d_free = solve_banded((1, 1), bands, rhs)
        d_clus = (-res_clus + dt * CAPTURE * clus * d_free) / pivot
        free = free + d_free
        clus = clus + d_clus
        scale = np.max(np.abs(free))
        if (np.max(np.abs(d_free)) < 1e-9 * scale and
                np.max(np.abs(d_clus)) < 1e-9 * (scale + np.max(np.abs(clus)))):
            return free, clus, True
    return free, clus, False


def initial_state(faces, free_fraction):
    """Exact cell averages of the Gaussian, split into free and clustered."""
    total = DOSE * np.diff(ndtr((faces - DEPTH) / SIGMA)) / np.diff(faces)
    return I_STAR + free_fraction * total, (1 - free_fraction) * total


def anneal(cells, dt_max, growth, i_ss, free_fraction, stops):
    faces = np.linspace(0, LENGTH, cells + 1)
    grid = make_grid(faces, K_S)
    width, surface_link = grid[0], grid[3]
    free, clus = initial_state(faces, free_fraction)
    peak = clus.max()
    emission = CAPTURE * i_ss
    time, dt_next, lost, lost_old_flux, exposure = 0.0, 1e-8, 0.0, 0.0, 0.0
    min_pivot = np.inf
    rows = [(0.0, width @ free, width @ clus, 0.0, free[-1])]
    for stop in stops:
        while time < stop:
            remaining = stop - time
            dt = min(dt_next, remaining)
            lost_old_flux += dt * surface_link * (free[0] - I_STAR)
            free, clus, converged = step(free, clus, dt, grid, emission)
            assert converged, "Newton iteration did not converge"
            assert free.min() > 0 and clus.min() > -1e-9 * peak
            min_pivot = min(min_pivot, 1 - dt * (CAPTURE * free.max() - emission))
            lost += dt * surface_link * (free[0] - I_STAR)
            exposure += dt * (free[-1] - I_STAR)
            time = stop if dt == remaining else time + dt
            dt_next = min(dt_next * growth, dt_max)
            rows.append((time, width @ free, width @ clus, lost, free[-1]))
    return np.array(rows), exposure, lost_old_flux, min_pivot


def half_time(rows):
    """Time at which the clustered dose falls to half the initial dose."""
    target = 0.5 * (rows[0, 1] + rows[0, 2])
    j = np.where(rows[:, 2] < target)[0][0]
    a, b = rows[j - 1], rows[j]
    return a[0] + (b[0] - a[0]) * (a[2] - target) / (a[2] - b[2])


# --- Order of accuracy from an exact eigenmode of pure diffusion
mode_length = 100 * NM
mode_q = brentq(lambda q: q * np.sin(q * mode_length)
                - np.cos(q * mode_length) / ELL, 1.0, np.pi / 2 / mode_length)
mode_time = 1 / (D * mode_q**2)


def mode_survival(cells, steps):
    faces = np.linspace(0, mode_length, cells + 1)
    grid = make_grid(faces, K_S)
    shape = -np.diff(np.sin(mode_q * (mode_length - faces))) / (mode_q * grid[0])
    free, clus = I_STAR + 1e15 * shape, np.zeros(cells)
    start = grid[0] @ (free - I_STAR)
    for _ in range(steps):
        free, clus, ok = step(free, clus, mode_time / steps, grid, CAPTURE * I_SS)
        assert ok
    return grid[0] @ (free - I_STAR) / start


# Exact spatial eigenvalue with backward-Euler time factor isolates mesh error.
euler_factor = (1 + 1 / 20) ** -20
space_ratio = (abs(mode_survival(10, 20) - euler_factor)
               / abs(mode_survival(20, 20) - euler_factor))
time_ratio = (abs(mode_survival(200, 20) - np.exp(-1))
              / abs(mode_survival(200, 40) - np.exp(-1)))
assert 3.5 < space_ratio < 4.5
assert 1.8 < time_ratio < 2.2

# --- Nonlinear exchange against the exact logistic law in a closed box
box_total = 3 * I_SS
capacity = box_total - I_SS
box_time = 1.5 / (CAPTURE * capacity)
box_exact = capacity / (1 + np.exp(-CAPTURE * capacity * box_time))


def box_error(steps):
    grid = make_grid(np.linspace(0, 50 * NM, 6), 0.0)
    clus = np.full(5, 0.5 * capacity)
    free = box_total - clus
    for _ in range(steps):
        free, clus, ok = step(free, clus, box_time / steps, grid, CAPTURE * I_SS)
        assert ok
    return abs(clus[0] / box_exact - 1)


box_coarse, box_fine = box_error(100), box_error(200)
assert box_fine < 0.01 and 1.8 < box_coarse / box_fine < 2.2

# --- One Newton iteration on an irregular mesh: ledger closed, equation unsolved
rng = np.random.default_rng(4)
irregular = np.concatenate(([0], np.cumsum(rng.uniform(0.5, 2.0, 250))))
irregular *= LENGTH / irregular[-1]
grid = make_grid(irregular, K_S)
free0, clus0 = initial_state(irregular, FREE_FRACTION)
trial_dt = 1e-5
free1, clus1, trial_ok = step(free0, clus0, trial_dt, grid, CAPTURE * I_SS, 1)
trial_loss = trial_dt * grid[3] * (free1[0] - I_STAR)
trial_start = grid[0] @ (free0 + clus0)
trial_ledger = abs(grid[0] @ (free1 + clus1) + trial_loss - trial_start) / trial_start
trial_rate = (CAPTURE * free1 - CAPTURE * I_SS) * clus1
trial_residual = (np.max(np.abs(clus1 - clus0 - trial_dt * trial_rate))
                  / np.max(np.abs(clus1 - clus0)))
assert not trial_ok and trial_ledger < 1e-11 and trial_residual > 1e-3

# --- Silicon example at three joint refinements of mesh and time step
stops = [1e-3, 50.0, 100.0, 150.0, 200.0, 250.0, 350.0]
levels = [(200, 1.0, 1.2), (400, 0.5, 1.1), (800, 0.25, 1.05)]
runs = [anneal(n, dt, gr, I_SS, FREE_FRACTION, stops) for n, dt, gr in levels]
halves = [half_time(r[0]) for r in runs]
rows, exposure, lost_old_flux, min_pivot = runs[-1]
initial_dose = rows[0, 1] + rows[0, 2]
ledger_error = max(np.max(np.abs(r[0][:, 1:4].sum(axis=1) / initial_dose - 1))
                   for r in runs)
assert ledger_error < 1e-10
assert min_pivot > 0
old_flux_error = (rows[-1, 1] + rows[-1, 2] + lost_old_flux) / initial_dose - 1
assert abs(old_flux_error) > 1e-4
assert abs(halves[2] - halves[1]) < 0.01 * halves[2]
assert abs(halves[2] - halves[1]) < abs(halves[1] - halves[0])
at_100 = rows[np.where(rows[:, 0] == 100.0)[0][0]]
assert abs(at_100[4] / I_SS - 1) < 0.01


# --- Deep exposure from the initial profile alone, and the sharp-front time
def profile(x):
    return DOSE / (SIGMA * np.sqrt(2 * np.pi)) * np.exp(-0.5 * ((x - DEPTH) / SIGMA)**2)


def moment(x_end):
    return quad(lambda x: (x + ELL) * profile(x), 0, x_end, epsabs=0, epsrel=1e-9)[0]


exposure_law = moment(LENGTH) / D
assert abs(exposure / exposure_law - 1) < 1e-4
front = brentq(lambda x: quad(profile, 0, x, epsabs=0, epsrel=1e-9)[0]
               - 0.5 * initial_dose, 10 * NM, 200 * NM)
front_time = moment(front) / (D * I_SS)
assert abs(front_time / halves[-1] - 1) < 0.05

# Different I_ss and different initial split: same exposure, longer anneal.
other_rows, other_exposure, _, _ = anneal(400, 0.5, 1.1, I_SS / 2, 0.05, [700.0])
other_half = half_time(other_rows)
assert abs(other_exposure / exposure - 1) < 1e-4
assert 1.9 < other_half / halves[-1] < 2.1

# --- Independent solution: node-centred differences, adaptive integrator
nodes = 401
x_node = np.linspace(0, LENGTH, nodes)
h_node = x_node[1]
weight = np.full(nodes, h_node)
weight[[0, -1]] *= 0.5
clus_scale = profile(DEPTH)


def node_rhs(_, y):
    free, clus = y[0::2] * I_SS, y[1::2] * clus_scale
    flow = D * (free[:-1] - free[1:]) / h_node
    gain = np.zeros(nodes)
    gain[:-1] -= flow
    gain[1:] += flow
    gain[0] -= K_S * (free[0] - I_STAR)
    rate = CAPTURE * (free - I_SS) * clus
    out = np.empty_like(y)
    out[0::2] = (gain / weight - rate) / I_SS
    out[1::2] = rate / clus_scale
    return out


y0 = np.empty(2 * nodes)
y0[0::2] = (I_STAR + FREE_FRACTION * profile(x_node)) / I_SS
y0[1::2] = (1 - FREE_FRACTION) * profile(x_node) / clus_scale
sol = solve_ivp(node_rhs, (0, 100.0), y0, method="LSODA", rtol=1e-6, atol=1e-8,
                lband=2, uband=2)
assert sol.success
node_free, node_clus = sol.y[0::2] * I_SS, sol.y[1::2] * clus_scale


def time_integral(values):
    return np.sum(0.5 * (values[1:] + values[:-1]) * np.diff(sol.t))


node_lost = time_integral(K_S * (node_free[0] - I_STAR))
node_total = node_free + node_clus
node_ledger = (weight @ node_total[:, -1] + node_lost) / (weight @ node_total[:, 0]) - 1
node_clustered = weight @ node_clus[:, -1]
moment_drop = (weight * (x_node + ELL)) @ (node_total[:, 0] - node_total[:, -1])
moment_ratio = moment_drop / (D * time_integral(node_free[-1] - I_STAR))
assert abs(node_clustered / at_100[2] - 1) < 0.01
assert abs(node_ledger) < 5e-3
assert abs(moment_ratio - 1) < 5e-3

# --- Consequence for a dilute boron marker and sizes of neglected effects
boron_diffusivity = 4e-17      # rough value at this temperature, cm^2/s
carbon = 1e16                  # rough trap concentration, cm^-3
activation = 3.7               # rough activation energy of D*I_ss, eV
duration = exposure / I_SS
marker_spread = np.sqrt(2 * boron_diffusivity * (exposure / I_STAR + stops[-1]))
marker_plain = np.sqrt(2 * boron_diffusivity * stops[-1])
carbon_share = np.sqrt(2 * D * I_SS * duration * carbon) / initial_dose
filling_share = 2 * I_SS * np.sqrt(D * duration / np.pi) / initial_dose
vacancy_share = I_STAR / I_SS  # equal equilibrium transport products assumed
hot_factor = np.exp(activation * q_e / k_B * (1 / TEMP - 1 / (TEMP + 10)))

print(f"temperature: {TEMP:.2f} K")
print(f"free diffusivity D: {D:.1e} cm^2/s; surface velocity: {K_S:.2f} cm/s")
print(f"I_star: {I_STAR:.1e} cm^-3; I_ss: {I_SS:.1e} cm^-3; ratio: {I_SS/I_STAR:.0f}")
print(f"capture radius: {RADIUS/NM:.2f} nm; surface length ell: {ELL/NM:.1f} nm")
print(f"capture coefficient: {CAPTURE:.4e} cm^3/s; emission: {CAPTURE*I_SS:.4f} 1/s")
print(f"Gaussian dose: {DOSE:.1e} cm^-2; depth, straggle: {DEPTH/NM:.0f}, {SIGMA/NM:.0f} nm")
print(f"domain: {LENGTH/NM:.0f} nm; initially free: {100*FREE_FRACTION:.1f} %")
print(f"initial dose inside domain: {initial_dose:.6e} cm^-2")
print(f"peak concentration: {clus_scale:.3e} cm^-3")
print(f"capture length at peak: {1/np.sqrt(4*np.pi*RADIUS*clus_scale)/NM:.2f} nm")
print("time (s) | free | clustered | lost | sum (cm^-2), finest run")
for stop in [0.0] + stops:
    r = rows[np.where(rows[:, 0] == stop)[0][0]]
    print(f"{stop:8.3f} | {r[1]:.4e} | {r[2]:.4e} | {r[3]:.4e} | {r[1:4].sum():.6e}")
print(f"largest relative ledger error, all three runs: {ledger_error:.1e}")
print(f"ledger error with old-time flux tally: {100*old_flux_error:.3f} %")
print(f"smallest positivity factor 1-dt*g: {min_pivot:.3f}")
print(f"one-iteration trial, dt {trial_dt:.0e} s: ledger error {trial_ledger:.1e}")
print(f"one-iteration trial: cluster residual / cluster change {trial_residual:.3f}")
print(f"eigenmode error ratio, mesh halved: {space_ratio:.3f}")
print(f"eigenmode error ratio, time step halved: {time_ratio:.3f}")
print(f"logistic relative errors, 100 and 200 steps: {box_coarse:.2e}, {box_fine:.2e}")
for (n, dt, gr), half in zip(levels, halves):
    print(f"cells {n}, dt_max {dt:.2f} s, growth {gr:.2f}: half-time {half:.3f} s")
print(f"half-time shift at last refinement: {halves[2]-halves[1]:.3f} s")
print(f"sharp-front half-time: {front_time:.3f} s; front depth: {front/NM:.2f} nm")
print(f"deep free concentration at 100 s / I_ss: {at_100[4]/I_SS:.5f}")
print(f"clustered at 100 s, independent solver: {node_clustered:.4e} cm^-2")
print(f"independent solver ledger error: {100*node_ledger:.4f} %")
print(f"independent solver moment-law ratio: {moment_ratio:.5f}")
print(f"deep exposure, scheme: {exposure:.5e} s/cm^3")
print(f"deep exposure, initial-profile law: {exposure_law:.5e} s/cm^3")
print(f"effective duration exposure/I_ss: {duration:.2f} s")
print(f"I_ss halved, 5 % initially free: exposure {other_exposure:.5e} s/cm^3")
print(f"I_ss halved, 5 % initially free: half-time {other_half:.2f} s")
print(f"rough boron diffusivity: {boron_diffusivity:.1e} cm^2/s")
print(f"deep boron marker rms spread: {marker_spread/NM:.1f} nm")
print(f"same marker without excess interstitials: {marker_plain/NM:.2f} nm")
print(f"neglected carbon traps ({carbon:.0e} cm^-3): {100*carbon_share:.2f} % of dose")
print(f"neglected deep-wafer filling: {100*filling_share:.3f} % of dose")
print(f"neglected vacancy inflow, upper estimate: {100*vacancy_share:.3f} % of loss")
print(f"10 K hotter, {activation:.1f} eV: dissolution rate times {hot_factor:.3f}")
print("done: every assertion held")
```

Running it gives:

```
temperature: 1073.15 K
free diffusivity D: 2.0e-07 cm^2/s; surface velocity: 0.20 cm/s
I_star: 6.0e+09 cm^-3; I_ss: 1.0e+13 cm^-3; ratio: 1667
capture radius: 0.50 nm; surface length ell: 10.0 nm
capture coefficient: 1.2566e-13 cm^3/s; emission: 1.2566 1/s
Gaussian dose: 5.0e+13 cm^-2; depth, straggle: 80, 30 nm
domain: 400 nm; initially free: 1.0 %
initial dose inside domain: 4.980848e+13 cm^-2
peak concentration: 6.649e+18 cm^-3
capture length at peak: 4.89 nm
time (s) | free | clustered | lost | sum (cm^-2), finest run
   0.000 | 4.9809e+11 | 4.9310e+13 | 0.0000e+00 | 4.980848e+13
   0.001 | 8.9223e+08 | 4.9801e+13 | 6.1015e+09 | 4.980848e+13
  50.000 | 3.7019e+08 | 3.2951e+13 | 1.6858e+13 | 4.980848e+13
 100.000 | 3.6152e+08 | 2.1424e+13 | 2.8384e+13 | 4.980848e+13
 150.000 | 3.5334e+08 | 1.1748e+13 | 3.8060e+13 | 4.980848e+13
 200.000 | 3.3962e+08 | 3.5310e+12 | 4.6277e+13 | 4.980848e+13
 250.000 | 2.4000e+05 | 1.5056e+00 | 4.9808e+13 | 4.980848e+13
 350.000 | 2.4000e+05 | 5.5388e-48 | 4.9808e+13 | 4.980848e+13
largest relative ledger error, all three runs: 1.1e-15
ledger error with old-time flux tally: 0.273 %
smallest positivity factor 1-dt*g: 1.000
one-iteration trial, dt 1e-05 s: ledger error 0.0e+00
one-iteration trial: cluster residual / cluster change 0.075
eigenmode error ratio, mesh halved: 4.000
eigenmode error ratio, time step halved: 1.979
logistic relative errors, 100 and 200 steps: 7.06e-04, 3.53e-04
cells 200, dt_max 1.00 s, growth 1.20: half-time 83.858 s
cells 400, dt_max 0.50 s, growth 1.10: half-time 83.846 s
cells 800, dt_max 0.25 s, growth 1.05: half-time 83.841 s
half-time shift at last refinement: -0.006 s
sharp-front half-time: 83.003 s; front depth: 80.14 nm
deep free concentration at 100 s / I_ss: 0.99999
clustered at 100 s, independent solver: 2.1424e+13 cm^-2
independent solver ledger error: 0.0003 %
independent solver moment-law ratio: 1.00000
deep exposure, scheme: 2.24993e+15 s/cm^3
deep exposure, initial-profile law: 2.24993e+15 s/cm^3
effective duration exposure/I_ss: 224.99 s
I_ss halved, 5 % initially free: exposure 2.24993e+15 s/cm^3
I_ss halved, 5 % initially free: half-time 167.72 s
rough boron diffusivity: 4.0e-17 cm^2/s
deep boron marker rms spread: 54.8 nm
same marker without excess interstitials: 1.67 nm
neglected carbon traps (1e+16 cm^-3): 6.02 % of dose
neglected deep-wafer filling: 0.152 % of dose
neglected vacancy inflow, upper estimate: 0.060 % of loss
10 K hotter, 3.7 eV: dissolution rate times 1.447
done: every assertion held
```
